RPA correlation energy: coupling-constant integration and the plasmon formula

Two closed-shell atoms far apart attract each other although neither has a permanent multipole moment. A density fluctuation on one polarizes the other, and the correlated fluctuations lower the energy. The same mechanism acts between the electrons within one molecule. Since the density response measures how easily such fluctuations arise, a correlation energy can be computed from it.

In the random-phase approximation (RPA) this leads to two quite different algorithms. One integrates a logarithm of the response over imaginary frequency, and the other sums excitation energies. This appendix derives both and shows that they give the same number:

E_c = (1/2π) ∫₀^∞ dω Tr[ln(1 − χ_s v) + χ_s v] = ½(Σ_n Ω_n − Tr A).

The trace alone is a frequency integrand; the integral and the factor 1/2π turn it into an energy.

**1. From the energy to density fluctuations**

Hartree atomic units are used for atoms and molecules. The system has a closed shell, a gap and real orbitals. Let the interaction be scaled by λ between 0 and 1:

H_λ = T + Σ_i v_λ(r_i) + λW,

W = ½ ∫∫ v(r,r′) [n̂(r)n̂(r′) − δ(r−r′)n̂(r)] dr dr′.

The delta term removes the interaction of an electron with itself. The potential v_λ is chosen so that the ground-state density n is the same for every λ. We assume that such a potential exists and that the ground state stays nondegenerate. At λ = 1 the system is the physical one; at λ = 0 it is the Kohn–Sham system with determinant Φ.

By the Hellmann–Feynman theorem,

dE_λ/dλ = ⟨W⟩_λ + ∫ n (dv_λ/dλ) dr.

Because n does not depend on λ, integration gives

E_1 − E_0 = ∫₀¹ ⟨W⟩_λ dλ + ∫ n (v_1 − v_0) dr.

With T_s the kinetic energy of Φ, E_0 = T_s + ∫ n v_0 dr, so v_0 cancels:

E_1 = T_s + ∫ n v_1 dr + ∫₀¹ ⟨W⟩_λ dλ.

The correlation energy is E_1 minus the energy of Φ with the full Hamiltonian, which is T_s + ∫ n v_1 dr + ⟨W⟩_0. Therefore

E_c = ∫₀¹ (⟨W⟩_λ − ⟨W⟩_0) dλ.   (1)

**2. From fluctuations to response**

Let |m⟩ be the excited states at coupling λ, E_m their energies above the ground state |0⟩, and ρ_m(r) = ⟨0|n̂(r)|m⟩. Apply a weak potential δv(r)e^{ωt} with ω > 0. This real, growing field is what an imaginary frequency iω means, since e^{−i(iω)t} = e^{ωt}. The first-order amplitude of state m is c_m e^{ωt}, with

iω c_m = E_m c_m + V_m,  V_m = ∫ ρ_m δv dr,

so c_m = −V_m/(E_m − iω). The density change is 2 Re Σ_m ρ_m c_m, which gives the response function

χ_λ(r,r′;iω) = −Σ_m [2E_m/(E_m² + ω²)] ρ_m(r)ρ_m(r′).   (2)

The minus sign says that electrons move away from a repulsive potential. Since ∫₀^∞ 2E/(E²+ω²) dω = π for E > 0,

−(1/π) ∫₀^∞ χ_λ dω = Σ_m ρ_m(r)ρ_m(r′) = ⟨n̂(r)n̂(r′)⟩_λ − n(r)n(r′).

The last step inserts a complete set of states and removes the ground-state term. In ⟨W⟩_λ − ⟨W⟩_0 the products n(r)n(r′) and the delta term cancel, because the density is fixed. Equation (1) becomes

E_c = −(1/2π) ∫₀^∞ dω ∫₀¹ dλ Tr[v(χ_λ − χ_s)],   (3)

where χ_s is the response at λ = 0 and the trace includes the integrals over r and r′. One factor ½ comes from W and 1/π from the frequency integral. No approximation has been made beyond the stated assumptions.

**3. The RPA and the coupling integral**

When the density changes by δn, the electrons feel the applied potential, the induced Hartree potential λvδn, and an induced exchange-correlation potential. The RPA drops the last one:

δn = χ_s(δv + λvδn), hence χ_λ = (1 − λχ_s v)⁻¹χ_s.   (4)

The same χ_s serves for all λ, because the fixed density fixes the Kohn–Sham potential.

Write X = χ_s v. From here on the orbital basis is finite, so X has finite rank. Cyclic permutation under the trace gives

Tr[vχ_λ] = Tr[(1 − λX)⁻¹X].

The Coulomb interaction is positive, since its Fourier transform 4π/k² is positive, and so v^{1/2} exists. The nonzero eigenvalues of χ_s v are those of v^{1/2}χ_s v^{1/2} = −S. By equation (2), S is symmetric and has eigenvalues s_k ≥ 0. Thus

Tr[(1 − λX)⁻¹X] = −Σ_k s_k/(1 + λs_k).

The denominators never vanish for 0 ≤ λ ≤ 1, so each term integrates to a real logarithm:

−∫₀¹ dλ {Tr[(1 − λX)⁻¹X] − Tr X}
= Σ_k [ln(1 + s_k) − s_k]
= Tr[ln(1 − X) + X].

Insertion in equation (3) gives the first form of the result,

E_c = (1/2π) ∫₀^∞ dω Tr[ln(1 − χ_s v) + χ_s v].   (5)

Each term ln(1+s) − s is zero or negative, so the RPA correlation energy cannot be positive.

The step needs the kernel in equation (4) to be λ times the same v that appears in the trace of equation (3), so that the integrand is a λ derivative of Tr ln(1 − λX). If an exchange-correlation kernel is added to λv, even one linear in λ, this logarithm is no longer the coupling integral.

**4. The determinant in the space of orbital pairs**

For the Kohn–Sham system the density operator connects Φ only to single excitations. Let p = (i,a) label an occupied and a virtual spin orbital of equal spin, and define

D_p = ε_a − ε_i > 0,  ρ_p(r) = φ_i(r)φ_a(r),

K_pq = ∫∫ ρ_p(r) v(r,r′) ρ_q(r′) dr dr′.

D also denotes the diagonal matrix of the gaps. Collect the functions ρ_p as the columns of R, and let G be diagonal with elements 2D_p/(D_p²+ω²). Then

χ_s = −R G Rᵀ,  K = Rᵀ v R.

For any rectangular matrices L and Q of matching shapes, the block matrix [[1, −L],[Q, 1]] has determinant det(1+QL) if the first block is eliminated and det(1+LQ) if the second is eliminated. The two are therefore equal. With L = RG^{1/2} and Q = G^{1/2}Rᵀv,

det(1 − X) = det(1 + R G Rᵀ v) = det(1 + G^{1/2} K G^{1/2}).

Since G^{1/2} = (2D)^{1/2}(D²+ω²)^{−1/2}, the factors (D²+ω²)^{−1/2} can be taken out on both sides:

det(1 − X) = det(ω² + M)/det(ω² + D²),

M = D² + 2D^{1/2} K D^{1/2}.   (6)

The linear term follows from the cyclic trace:

Tr X = −Tr[GK] = −Σ_p 2D_p K_pp/(D_p² + ω²).   (7)

**5. The eigenvalues of M are squared excitation energies**

The direct RPA excitation energies are the positive eigenvalues of [[A, B],[−B, −A]] with

A = D + K,  B = K.

Here "direct" means that neither block contains exchange integrals. For an eigenvector (x, y),

Ax + By = Ωx,  −Bx − Ay = Ωy.

The sum and the difference of these rows are

(A − B)(x − y) = Ω(x + y),  (A + B)(x + y) = Ω(x − y).

Insert A − B = D and A + B = D + 2K. Multiplying the second equation by D and using the first gives

D(D + 2K)(x + y) = Ω²(x + y).

Set x + y = D^{1/2}z and multiply by D^{−1/2} from the left:

D^{1/2}(D + 2K)D^{1/2} z = Mz = Ω²z.

Conversely, let z be an eigenvector of M with eigenvalue Ω². The choices x + y = D^{1/2}z and x − y = ΩD^{−1/2}z satisfy both row equations, for either sign of Ω. Since K is positive semidefinite and D is positive, M is positive definite. Hence all Ω are real, and there are as many positive Ω_n as orbital pairs, counted with multiplicity.

Two conditions enter here. If a gap D_p closes, D^{−1/2} does not exist. If exchange integrals are added so that A − B differs from D, the identification with equation (6) is lost.

**6. The frequency integral**

With the eigenvalues of M known,

Tr ln(1 − X) = ln det(1 − X) = Σ_n ln(ω² + Ω_n²) − Σ_p ln(ω² + D_p²).

Both sums have the same number of terms and can be paired in any order. Define

J(a) = ∫₀^∞ ln[(a² + ω²)/(b² + ω²)] dω,  a, b > 0.

Then dJ/da = ∫₀^∞ 2a/(a²+ω²) dω = π and J(b) = 0, so J(a) = π(a − b). The logarithmic part of equation (5) is therefore

(1/2π) · π(Σ_n Ω_n − Σ_p D_p) = ½(Σ_n Ω_n − Tr D).

The linear part, from equation (7), is

−(1/2π) Σ_p K_pp · π = −½ Tr K.

Their sum is

E_c = ½(Σ_n Ω_n − Tr D − Tr K) = ½(Σ_n Ω_n − Tr A).   (8)

This proves the equality. The logarithm gives the change in zero-point energy when independent oscillators of frequencies D_p are coupled into modes of frequencies Ω_n. The linear term removes the part of first order in the interaction, ½ Tr K. With a complete virtual space, the fluctuation formula of Section 2 at λ = 0 gives ⟨W⟩_0 as the Hartree energy plus ½ Tr K plus the negative delta term of W, so this part is already counted in ⟨W⟩_0. It is not the exchange energy by itself: it keeps growing as the basis grows (Section 11), and only its sum with the delta term is finite.

**7. Weak coupling and dispersion**

For small s, ln(1+s) − s = −s²/2 + …. Since Tr S² = Tr[(GK)²], the leading energy is

E₂ = −(1/4π) Σ_pq K_pq² ∫₀^∞ G_p G_q dω.

Partial fractions give, for D_p ≠ D_q and by continuity also for equal gaps,

∫₀^∞ dω/[(D_p²+ω²)(D_q²+ω²)] = π/[2D_pD_q(D_p+D_q)].

Multiplication by 4D_pD_q yields

E₂ = −½ Σ_pq K_pq²/(D_p + D_q).   (9)

This is the direct second-order term. Its exchange partner is absent, because the RPA response contains the Hartree field alone.

For two distant molecules at separation R, take p on one and q on the other. Orthogonality of φ_i and φ_a makes the total charge of ρ_p zero, so the leading coupling is between transition dipoles and K_pq falls as R⁻³. Equation (9) then gives an attraction proportional to R⁻⁶, the form of the dispersion energy. Its coefficient is built from the uncoupled response χ_s of each molecule. The higher orders in the interaction within each molecule screen this response and change the coefficient without changing the power. For two helium atoms 20 bohr apart (PBE orbitals, aug-cc-pVTZ), −E·R⁶ is 2.03 atomic units from equation (9) and 1.44 from the full RPA.

**8. A model with a known answer**

Consider two sites with two electrons, hopping t and on-site repulsion U. The bonding and antibonding orbitals have energies −t and t, so D = 2t for each spin. Their product has the values ½ and −½ on the two sites. Every element of K, for equal or opposite spins, is U(¼ + ¼) = U/2. The 2 × 2 matrix K has eigenvalues U and 0, so

Ω₁ = √(4t² + 4tU),  Ω₂ = 2t,  Tr A = 4t + U,

E_c(RPA) = t√(1 + U/t) − t − U/2.

For the exact energy, the symmetric singlet states with one electron per site and with both electrons on one site have energies 0 and U and are coupled by −2t. The lower eigenvalue is U/2 − √(4t² + U²/4). Subtracting the determinant energy −2t + U/2 gives

E_c(exact) = 2t − √(4t² + U²/4).

At U = 2t the RPA gives −0.2679t and the exact value is −0.2361t. The RPA energy is too negative by 0.0319t, or 13.5% of the exact correlation energy. For small U the two expressions become −U²/(8t) and −U²/(16t), so the missing exchange term makes the RPA twice too large at leading order. For large U both approach −U/2 at leading order, but the RPA has a correction +√(tU) that the exact result lacks, and it is then not negative enough.

**9. Closed-shell working equations**

Let i, a now be spatial orbitals, with D_ia and K_ia,jb = (ia|jb) in the spatial pair space. Each spatial pair occurs with spin up and spin down, and all four spin blocks of the full K equal this spatial K. The combination (↑+↓)/√2 sees 2K and the combination (↑−↓)/√2 sees zero. The second kind keeps Ω = D and adds nothing to E_c. The first gives

M_singlet = D² + 4D^{1/2} K D^{1/2},

E_c = ½[Σ Ω_singlet − Tr(D + 2K)].

For the logarithmic form, factorize the integrals as (ia|jb) = Σ_P B_P,ia B_P,jb and build

S_PQ(ω) = Σ_ia [4D_ia/(D_ia² + ω²)] B_P,ia B_Q,ia.   (10)

The 4 is the 2 of equation (2) times two spins. The eigenvalues s_k of S give the integrand Σ_k[ln(1+s_k) − s_k]. The two terms nearly cancel at small s, so a library function for ln(1+s) that is accurate there is the safer choice, although for the water example below the plain logarithm changes E_c by less than 10⁻¹² hartree.

With the number of auxiliary functions proportional to system size N, forming S costs of order N⁴ per frequency. Full diagonalization of M has a dimension of order N² and costs of order N⁶. The logarithmic form therefore suits large systems, while equation (8) provides a reference free of quadrature error for small ones.

**10. Water**

The example is a water molecule with O–H distances of 0.96 Å and an angle of 104.5°. The orbitals come from a PBE calculation in the cc-pVDZ basis, and all electrons are correlated. With an approximate functional the orbitals and density are not the exact ones, so E_c depends on this choice; Hartree–Fock orbitals and orbital energies in the same basis give −0.2314 hartree in place of the −0.3086 hartree found below. The identity between equations (5) and (8) does not, because it uses only D and K.

There are 24 basis functions, 5 occupied and 19 virtual spatial orbitals, and hence 2 · 5 · 19 = 190 spin-orbital pairs. The factors B were obtained by diagonalizing the Coulomb matrix of the 300 distinct products of basis functions and keeping the 278 eigenvectors with eigenvalues above 10⁻¹¹.

The frequency integral used 56 Gauss–Legendre points x between −1 and 1, mapped by ω = (1+x)/(1−x) hartree with dω = 2dx/(1−x)². At three frequencies, in hartree, the traces are:

ω = 0: Tr X = −8.4200, Tr ln(1−X) = 6.5483, sum −1.8717
ω = 1: Tr X = −4.9355, Tr ln(1−X) = 4.2722, sum −0.6633
ω = 10: Tr X = −0.3068, Tr ln(1−X) = 0.3043, sum −0.0025

A 14-point Gauss–Legendre integration over λ, with S/(1+λS) obtained from linear equations, gives the same sums to the digits shown. Far above the largest gap, here 22.4 hartree, S falls as ω⁻² and the integrand as ω⁻⁴. Between ω = 1000 and 2000 hartree the integrand drops by a factor of 15.99, close to 2⁴ = 16.

Diagonalizing the full matrix [[A, B],[−B, −A]] gives ΣΩ = 1096.610893 hartree. The traces are Tr D = 1090.211520 and Tr K = 7.016669 hartree, so Tr A = 1097.228189 hartree. Then

E_c = ½(1096.610893 − 1097.228189) = −0.308648 hartree.

The frequency integral of the logarithmic form also gives −0.308648 hartree, or −8.399 eV. The digits serve to compare the two routes; they do not measure the accuracy of the RPA or of the basis. The value is far from the basis limit: cc-pVTZ gives −0.4251 hartree, and adding core functions on oxygen (cc-pCVDZ) gives −0.3781 hartree. A finer integration grid in the PBE calculation moves ΣΩ and Tr D by 2·10⁻⁵ hartree each and leaves E_c unchanged to the digits shown. In equation (8) two numbers near 1097 leave a difference of 0.617, so about three leading digits cancel, and the eigenvalues must be computed accordingly.

The separate parts of equation (5) are

logarithm: ½(1096.610893 − 1090.211520) = 3.199686 hartree,
linear term: −½ · 7.016669 = −3.508334 hartree.

The second-order energy (9) is −0.4608 hartree, 49% larger in magnitude than the RPA value (about 44% in cc-pVTZ). The sign of this difference is general. The function ln(1+s) − s + s²/2 vanishes at s = 0 and has the derivative s²/(1+s) ≥ 0, so the full integrand is never more negative than its second-order part. The reason can be read from the coupling integrand. The induced Hartree field reduces each fluctuation from s to s/(1+λs). Equation (9) keeps this reduction only to first order, s − λs², which is smaller by λ²s³/(1+λs) ≥ 0. The second-order term therefore overstates the reduction of the fluctuations, and the higher orders give part of it back.

**11. Why the two parts must stay together**

As the virtual orbitals approach completeness, Σ_a φ_a(r)φ_a(r′) approaches a delta function minus the occupied part. Tr K then contains the Coulomb interaction at zero distance and diverges. Since the linear part integrates to −½ Tr K, integrating the logarithmic and the linear part over frequency separately is a finite-basis operation.

Helium with PBE orbitals shows the trend, with both quantities in hartree and Tr K summed over spin:

cc-pVDZ: Tr K = 1.554, E_c = −0.0581
cc-pVTZ: Tr K = 3.158, E_c = −0.0748
cc-pVQZ: Tr K = 4.862, E_c = −0.0801

From the triple- to the quadruple-zeta basis Tr K grows by 54%, while the magnitude of E_c grows by 7%. The correlation energy is still changing at this level (cc-pV5Z gives Tr K = 6.569 and E_c = −0.0822), so exact agreement between the two algorithms in one basis says nothing about convergence with the basis. In an implementation, ΣΩ and Tr A must come from the same set of orbital pairs, and the logarithm and the linear term from the same S(ω).
